# Total and momentum-transfer cross sections for electrons scattered by a dipole

## The argument under review

The manuscript models electron transport in a low-pressure hydrogen chloride etch plasma. It treats the molecule as a fixed point dipole, finds that the Born total cross section is infinite, and continues: "The momentum-transfer cross section is an integral over the same differential cross section. It is therefore infinite too, and a cutoff angle must be chosen before a collision frequency can be computed."

The first finding is right for the orientation-averaged dipole. Does the second follow? And does the total remain infinite when the molecule can rotate? Both questions can be settled by following the forward singularity through the integrals.

## The fixed dipole

I use atomic units in the algebra. The electron has charge $-1$, energy $E=k^2/2$, and initial and final wave vectors $\mathbf k$ and $\mathbf k'$. The momentum transfer is $\mathbf q=\mathbf k-\mathbf k'$, and $\theta$ is the scattering angle. The interaction with a dipole $\mathbf D$ at the origin is

$$V=-\frac{\mathbf D\cdot\mathbf r}{r^3}=\mathbf D\cdot\nabla\frac1r .$$

To make the Fourier integral converge, replace $1/r$ by $e^{-\kappa r}/r$, whose transform is $4\pi/(q^2+\kappa^2)$. Integration by parts turns $\nabla$ into $-i\mathbf q$; the surface terms vanish. The first Born amplitude is then

$$f=-\frac1{2\pi}\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r
=\frac{2i\,\mathbf D\cdot\mathbf q}{q^2+\kappa^2}
\;\xrightarrow{\kappa\to0}\;\frac{2i\,\mathbf D\cdot\hat{\mathbf q}}{q}.$$

For random orientations $(\mathbf D\cdot\hat{\mathbf q})^2$ averages to $D^2/3$. Scattering from a fixed dipole is elastic, so $q^2=2k^2(1-\cos\theta)$ and

$$\frac{d\sigma}{d\Omega}=\frac{4D^2}{3q^2}=\frac{2D^2}{3k^2(1-\cos\theta)} .$$

Leave out angles below $\theta_0$ and put $x=\cos\theta$:

$$\sigma(\theta_0)=\frac{4\pi D^2}{3k^2}\int_{-1}^{\cos\theta_0}\frac{dx}{1-x}
=\frac{4\pi D^2}{3k^2}\ln\frac{2}{1-\cos\theta_0}.$$

Since $1-\cos\theta_0=2\sin^2(\theta_0/2)$, this is

$$\sigma(\theta_0)=A\ln\frac1{\sin(\theta_0/2)},\qquad A=\frac{8\pi D^2}{3k^2},$$

which grows without limit as $\theta_0\to0$.

The momentum-transfer integral carries the weight $1-\cos\theta$, the fraction of forward momentum lost in an elastic deflection. This weight cancels the denominator:

$$\sigma_m=2\pi\int_{-1}^{1}(1-x)\frac{2D^2}{3k^2(1-x)}\,dx
=\frac{8\pi D^2}{3k^2}=A .$$

The manuscript's inference fails here. The divergence comes from deflections that are very numerous and very small, and the momentum lost falls as $\theta^2$ while $d\sigma/d\Omega$ rises as $\theta^{-2}$. No cutoff is needed for $\sigma_m$. Its integrand is uniform in $x$, so angles beyond $60^\circ$, where $x$ runs from $-1$ to $1/2$, supply three quarters of it.

For the example take $D=1.1$ debye $=0.4328$ and $E=1$ eV, for which $k=0.2711$. Then

$$A=\frac{8\pi(0.4328)^2}{3(0.2711)^2}=21.35\ \text{bohr}^2=5.98\ \text{Å}^2 .$$

With a forward cut, the two integrals are:

| Cut | Total (Å²) | Momentum transfer (Å²) |
|---|---|---|
| 10° | 14.6 | 5.93 |
| 1° | 28.3 | 5.98 |
| 0.1° | 42.1 | 5.98 |
| 0.01° | 55.9 | 5.98 |

Each tenfold reduction of the cut adds nearly the same amount, $A\ln10$, to the total.

The manuscript should also say "orientation-averaged". If $\mathbf D$ is parallel to the beam, $\mathbf D\cdot\mathbf q=Dk(1-\cos\theta)=Dq^2/(2k)$, so $f=iD/k$ at every angle. The Born total is then $4\pi D^2/k^2=3A/2=8.97$ Å². At an angle $\beta$ to the beam, $\hat{\mathbf q}$ becomes perpendicular to $\mathbf k$ in the forward limit, and $|f|^2\to4D^2\sin^2\beta\cos^2\varphi/q^2$, with $\varphi$ the azimuth. The logarithm returns whenever $\sin\beta\ne0$.

## Is the divergence a fault of the Born approximation?

A possible reply is that the infinity is an artefact of first-order theory. It can be tested, because the fixed point dipole is solvable. Let $\vartheta$ be the electron's polar angle from the dipole axis. The angular part of the Schrödinger equation contains $L^2-2D\cos\vartheta$. Write its eigenvalues as $\lambda(\lambda+1)$; the radial functions are $j_\lambda(kr)$, which behave at large $r$ as $\sin(kr-\lambda\pi/2)/(kr)$. The ratio of outgoing to incoming amplitude is thus $-e^{-i\pi\lambda}$, in place of the free value $-(-1)^l$.

At large $r$ the plane wave is

$$\frac{2\pi}{ikr}\sum_{lm}\left[e^{ikr}-(-1)^le^{-ikr}\right]Y_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf k}).$$

Keep its incoming part and replace its outgoing part by that of the dipole solution. With $C$ the real matrix of eigenvectors in the $l$ basis and $P=(-1)^l$,

$$f=\frac{2\pi}{ik}\sum Y_{lm}(\hat{\mathbf r})\,T_{lm,l'm}\,Y^*_{l'm}(\hat{\mathbf k}),\qquad T=Ce^{-i\pi\lambda}C^{\mathsf T}P-1 .$$

Integrating $|f|^2$ over $\hat{\mathbf r}$ and averaging over $\hat{\mathbf k}$, which is equivalent to averaging over dipole orientation, gives

$$\sigma=\frac1{4\pi}\frac{4\pi^2}{k^2}\sum|T|^2=\frac{\pi}{k^2}\sum|T|^2 .$$

At large $l$ the dipole is a weak perturbation of $L^2$. Let $c_{lm}=\langle l+1,m|\cos\vartheta|lm\rangle$. The unperturbed eigenvalues differ by $(l+1)(l+2)-l(l+1)=2(l+1)$, so state $l$ acquires an admixture $Dc_{lm}/(l+1)$ of state $l+1$, and state $l+1$ acquires the opposite admixture of $l$. The phase factors of the two states also have opposite signs. The two contributions to $T$ therefore add, to magnitude $2Dc_{lm}/(l+1)$. From

$$c_{lm}^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)},\qquad \sum_{m=-l}^{l}m^2=\frac{l(l+1)(2l+1)}3,$$

one finds

$$\sum_m c_{lm}^2=\frac{(l+1)\left[(l+1)-l/3\right]}{2l+3}=\frac{l+1}{3}.$$

Counting both $l\to l+1$ and $l+1\to l$, the high-$l$ part of the total is

$$\frac{\pi}{k^2}\sum_l2\,\frac{4D^2}{(l+1)^2}\,\frac{l+1}3=A\sum_l\frac1{l+1}.$$

This sum diverges logarithmically with the Born coefficient, so the infinity belongs to the fixed point dipole itself.

Diagonalization for the example agrees. Raising the largest retained $l$ from 16 to 32 raises the total from 21.46 to 25.51 Å², an increase of 4.05 Å². The estimate $A\ln2$ is 4.14 Å²; the finite sum $1/17+\dots+1/32=0.678$ accounts for the difference. Over the same change the momentum-transfer value moves from 7.24 to 7.25 Å², and its extrapolated limit is 7.25 Å². This is 21% above the Born value: finiteness survives, while the number changes.

The solution requires $\lambda$ to be real. When the lowest eigenvalue falls below $-1/4$, $\lambda=-\tfrac12+\sqrt{\tfrac14+\lambda(\lambda+1)}$ becomes complex, and the point dipole needs a short-range condition to define the scattering. The computed threshold is 1.625 debye, so the example lies below it. Even there a choice is made. The lowest $\lambda$ is $-0.139$, so both radial solutions, $r^{0.861}$ and $r^{0.139}$, vanish at the origin; $j_\lambda$ selects the first, which is the limit of a small core shrinking to zero. That limit is approached slowly. Switching the field off inside 0.1 bohr gives $\sigma_m=7.03$ Å², switching it off inside 1 bohr gives 5.97 Å², and a hard wall at 0.1 bohr gives 6.22 Å². The 21% belongs to the mathematical point and is not a correction for a real molecule. The divergence of the total comes from high $l$ and does not depend on this choice. For stronger dipoles the Born $\sigma_m$ is still a finite expression, but this check is not available.

## The rotating dipole

Now let the molecule be a free linear rotor with energies $Bj(j+1)$ and no degenerate levels of opposite parity. The final wave number is fixed by $k'^2=k^2-2\Delta E$, where $\Delta E$ is the rotational energy gained by the molecule. In first Born approximation the dipole direction $\hat{\mathbf s}$ is replaced by its matrix element between rotor states, and the flux ratio $k'/k$ appears:

$$\frac{d\sigma}{d\Omega}=\frac{k'}{k}\frac{4D^2}{q^2}\,\frac1{2j+1}\sum_{mm'}|\langle j'm'|\hat{\mathbf s}\cdot\hat{\mathbf q}|jm\rangle|^2 .$$

The sum over all $m$ and $m'$ cannot depend on the direction of $\hat{\mathbf q}$, so take the $z$ axis along it. The matrix elements are those of a cosine between spherical harmonics, already summed above: $(j+1)/3$ for $j\to j+1$ and, by the same formula with the states exchanged, $j/3$ for $j\to j-1$. All others vanish, including $j\to j$, which parity forbids. Hence

$$\frac{d\sigma}{d\Omega}=\frac{k'}{k}\frac{4D^2}{3q^2}S,\qquad S=\frac{\max(j,j')}{2j+1}.$$

The two weights add to one. What has changed is the smallest momentum transfer. From

$$q^2=k^2+k'^2-2kk'x$$

its minimum is $(k-k')^2$, which is not zero. With $L=\ln[(k+k')/|k-k'|]$,

$$\int_{-1}^1\frac{dx}{q^2}=\frac1{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}=\frac{L}{kk'} .$$

The prefactor is $2\pi(k'/k)(4D^2S/3)=ASkk'$, so

$$\sigma_{j\to j'}=A\,S\,L ,$$

which is finite.

For the weight $1-\cos\theta$, write $1-x=[q^2-(k-k')^2]/(2kk')$. The first term integrates to $1/(kk')$ and the second uses the integral above:

$$\sigma_m=A\,S\left[1-\frac{(k-k')^2}{2kk'}L\right].$$

In an inelastic collision the fraction of forward momentum lost is really $1-(k'/k)x=(q^2+k^2-k'^2)/(2k^2)$. The same integration gives

$$\sigma_p=A\,S\left[\frac{k'}k+\frac{k^2-k'^2}{2k^2}L\right].$$

For small splitting $|k-k'|\approx|\Delta E|/k$, and $L\approx\ln(4E/|\Delta E|)$. The corrections in both brackets vanish, so $\sigma_m$ and $\sigma_p$ tend to $AS$, while $\sigma$ grows logarithmically. The fixed-dipole infinity is recovered as the splitting goes to zero.

With $B=1.3$ meV the $0\to1$ splitting is 2.6 meV and $L=7.337$. The total is $5.978\times7.337=43.9$ Å². Reducing the splitting to 0.26 and 0.026 meV at fixed electron energy gives 57.6 and 71.4 Å², while $\sigma_m$ stays at 5.98 Å². At the original splitting $\sigma_p=6.03$ Å², slightly larger because the electron also slows down.

The angular distribution shows where this large total sits. Since $dx\propto dq^2$, equal intervals of $\ln q^2$ contribute equally, and half the total lies below the geometric mean of the extreme values, $q^2=(k+k')|k-k'|$. For excitation this is $k^2-k'^2$. Setting it equal to $k^2+k'^2-2kk'\cos\theta$ gives

$$\cos\theta_{1/2}=\frac{k'}k,\qquad \sin\theta_{1/2}=\sqrt{\Delta E/E}.$$

In the example half of all $0\to1$ collisions deflect the electron by less than 2.9°.

## When rotation does not suffice

The statement "rotation removes the divergence" needs the parity condition. Consider a symmetric top with its dipole along the figure axis and angular momentum projection $K\neq0$ on that axis, and suppose that its opposite-parity levels are unsplit. Within a level $j$ the axis vector acts as its projection on $\mathbf J$:

$$\hat{\mathbf s}\to\frac{(\hat{\mathbf s}\cdot\mathbf J)\,\mathbf J}{j(j+1)}=\frac{K\,\mathbf J}{j(j+1)} .$$

With $z$ along $\hat{\mathbf q}$ the elastic elements are $Km/[j(j+1)]$. The average of $m^2$ is $j(j+1)/3$, so the elastic weight is

$$S_0=\frac{K^2}{j(j+1)},$$

or 0.5 for $j=K=1$. This part has $k'=k$ and the forward singularity of the fixed dipole. Its total diverges, and its momentum transfer is $AS_0$, again finite. A splitting between the opposite-parity levels restores a minimum $q$ and removes the divergence.

## Consequences for the collision frequency

Forward momentum decays at the rate $n v\sigma_p$, where $n$ is the gas density and $v$ the electron speed, because $\sigma_p$ weights each collision by the fraction of momentum it removes. The rate $nv\sigma$ counts collisions.

Averaging over thermal rotor populations, proportional to $(2j+1)e^{-Bj(j+1)/k_BT}$, at 400 K gives a total of 35.6 Å². This is below the $0\to1$ value because higher levels have wider splittings and smaller logarithms. The thermal $\sigma_p$ is 6.01 Å². At 10 mTorr, with $n=2.41\times10^{14}$ cm$^{-3}$, the two rates are $5.10\times10^7$ and $8.61\times10^6$ s$^{-1}$. Using the total as if every collision erased the electron's direction would overstate the dipole contribution to momentum relaxation by a factor of $35.6/6.01=5.9$ in the Born approximation. Adding the non-Born shifts of the fixed point dipole, about 1.3 Å² to each cross section, would lower the factor to about 5.1. The total may be used in a particle simulation if the forward-peaked angular distribution is sampled with it.

## What the numbers mean for hydrogen chloride

The dipole moment and rotational constant are rough values for hydrogen chloride, and the gas conditions are in the range of low-pressure plasma etching; a real discharge also contains fragments and other gases. The assumption that matters most is that the molecule is nothing but a point dipole. Three quarters of $\sigma_m$ comes from large angles, where the electron probes short distances.

Giving the dipole a length $s=1.3$ Å is a mild change at the Born level. Charges $\pm D/s$ replace $(\mathbf D\cdot\mathbf q)^2$ by $2(D/s)^2[1-\cos(\mathbf q\cdot\mathbf s)]$, whose orientation average is $2(D/s)^2[1-\sin(qs)/(qs)]$. This lowers the Born $\sigma_m$ by 4%.

Polarization is more serious. Take the potential $-\alpha/[2(r^2+a^2)^2]$, with a rough polarizability $\alpha=2.5$ Å$^3$. The transform of $(r^2+a^2)^{-2}$ is $\pi^2e^{-qa}/a$, as the inverse integral confirms:

$$\frac1{2ar}\int_0^\infty q\sin(qr)e^{-qa}dq=\frac1{(r^2+a^2)^2}.$$

The Born amplitude is therefore $\pi\alpha e^{-qa}/(4a)$. It is real and the dipole amplitude is imaginary, so at this order the intensities add. The Born polarization part of the momentum-transfer cross section, which at this order is to be added to the dipole part, is 13.6 Å² for $a=1.3$ Å and 0.59 Å² for $a=2.6$ Å. At the smaller radius the potential is close to binding a state and the Born approximation is poor: solving the radial equation for the polarization potential alone gives 24.0 Å², against 0.62 Å² at the larger radius. Such sensitivity to $a$ shows that the estimate fixes no value, and that short-range physics can outweigh the dipole term. Exchange, static short-range forces and resonances are also missing. The value 6 Å² is the Born dipole contribution at 1 eV, and should not be entered as the molecule's full momentum-transfer cross section.

The plasma supplies another long-range cutoff. Keeping $\kappa$ in the fixed-dipole amplitude and using $d\Omega=2\pi q\,dq/k^2$,

$$\sigma=A\int_0^{2k}\frac{q^3dq}{(q^2+\kappa^2)^2}\approx A\left[\ln\frac{2k}{\kappa}-\frac12\right],\qquad \kappa\ll k .$$

An electron density of $10^{10}$ cm$^{-3}$ and a temperature of 3 eV give a Debye length of $1.29\times10^5$ nm and a total of 81.3 Å². Static screening alone would thus make the total finite, but rotation acts at a much shorter range, $1/(k-k')=150$ nm for $0\to1$. That range is close to the mean molecular spacing, 161 nm, so the picture of isolated collisions is doubtful for the most distant $0\to1$ encounters. At 400 K, however, $j=0$ holds under 4% of the molecules, the excitation ranges for $j=2$ to 4 are 50 to 30 nm, and less than 1% of the thermal total comes from $1/q$ above 80 nm. This uncertainty bears mainly on the $0\to1$ total. It hardly touches the dipole $\sigma_m$, to which angles below 1° contribute less than 0.001 Å² in the fixed-dipole calculation.

The manuscript's cutoff angle should therefore be removed from its momentum-transfer calculation, and its total should be recomputed with the rotational energy transfer included. The remaining values for this example are in the numerical output.

## Computed values

```
Dipole moment (rough HCl value): 1.1 debye
Dipole moment in atomic units: 0.43277 e bohr
Rotational constant (rough HCl value): 1.3 meV
Electron energy: 1 eV
Incident wave number: 0.27111 1/bohr
Fourier test, imaginary amplitude (q=D=1): 1.9984 bohr
Fixed dipole, Born momentum transfer A: 5.9781 angstrom^2
A in atomic units: 21.348 bohr^2
Fixed, cut 10 deg: total 14.5869, momentum transfer 5.9327 angstrom^2
Fixed, cut 1 deg: total 28.3444, momentum transfer 5.9776 angstrom^2
Fixed, cut 0.1 deg: total 42.1094, momentum transfer 5.9781 angstrom^2
Fixed, cut 0.01 deg: total 55.8745, momentum transfer 5.9781 angstrom^2
Share of A from angles beyond 60 deg: 0.75
Born total, dipole parallel to beam: 8.9671 angstrom^2
Critical point dipole: 1.625 debye
Weak dipole D=0.02: non-Born/Born momentum transfer: 1.0004
Non-Born fixed, l<=16: total 21.4599, momentum transfer 7.2426 angstrom^2
Non-Born fixed, l<=32: total 25.5113, momentum transfer 7.2505 angstrom^2
A ln 2, expected growth per doubling: 4.1437 angstrom^2
Non-Born fixed momentum transfer, limit: 7.2534 angstrom^2
Non-Born/Born momentum transfer, example: 1.2133
Rotor 0->1, splitting 2.6 meV: total 43.8627, momentum transfer 5.97805 angstrom^2
Rotor 0->1, splitting 0.26 meV: total 57.6347, momentum transfer 5.97809 angstrom^2
Rotor 0->1, splitting 0.026 meV: total 71.4005, momentum transfer 5.97809 angstrom^2
Rotor 0->1, forward momentum loss: 6.0273 angstrom^2
Rotor 0->1, logarithm L: 7.3372
Rotor 0->1, angle enclosing half the total: 2.9228 deg
Elastic dipole weight, symmetric top j=K=1: 0.5
Gas temperature: 400 K
Thermal rotor total: 35.61 angstrom^2
Thermal rotor momentum transfer: 5.9773 angstrom^2
Thermal rotor forward momentum loss: 6.0125 angstrom^2
Thermal total / forward momentum loss: 5.9227
Gas pressure: 10 mTorr
Gas density: 2.4141e+14 cm^-3
Collision frequency from total: 5.0987e+07 1/s
Collision frequency from momentum loss: 8.6088e+06 1/s
Dipole length (rough): 1.3 angstrom
Finite-length/point Born momentum transfer: 0.95687
Polarizability (rough): 2.5 angstrom^3
Polarization Born m.t., softened at 1 length: 13.56 angstrom^2
Polarization Born m.t., softened at 2 lengths: 0.593 angstrom^2
Electron density: 1e+10 cm^-3
Electron temperature: 3 eV
Debye length: 1.2876e+05 nm
Fixed dipole total with Debye screening: 81.258 angstrom^2
Range set by 0->1 splitting, 1/(k-k'): 150.05 nm
Mean molecular spacing: 160.6 nm
```
